How Fast Do Growth Mounds Widen and Steepen Under an Inverse-Slope Current?

**Question**

A crystal surface grows from a beam of atoms. Adatoms that land on a terrace are hindered from stepping down over its edge, so more of them join the step above than the step below. The resulting uphill current makes a flat surface unstable and builds mounds. On steep flanks this current falls off as the inverse of the slope. How wide, steep and high are the mounds after a given time, and by what powers of time do these three quantities grow?

**Answer**

In the steep regime, scaling balances give a width and a slope that grow as t^(1/4) and a height that grows as t^(1/2). With the round parameters used below, a one-dimensional, noise-free model film of 10 000 layers carries mounds about 120 nm apart, with an rms slope near 0.18 and an rms height near 4 nm. The powers follow from three balances; the numerical factors need a solution of the growth equation.

**Where the inverse slope comes from**

Let F be the deposition rate in layers per second, a the layer height and w the width of a terrace. Place the ascending step at y = 0 and the descending step at y = w. The adatom coverage n(y), with diffusion constant D, is taken as steady, without desorption and without new islands on the terrace:

D n″ + F = 0.

The ascending step absorbs adatoms, so n(0) = 0. The outflow over the descending edge is reduced by a barrier, expressed as a length ℓ:

−D n′(w) = D n(w)/ℓ.

The solution that vanishes at y = 0 is n = (F/D)(cy − y²/2). The condition at y = w gives

c − w = −(cw − w²/2)/ℓ,
c(ℓ + w) = wℓ + w²/2,
c = w(2ℓ + w)/[2(ℓ + w)].

Hence

n(w) = (F/D)(w²/2)[(2ℓ + w)/(ℓ + w) − 1] = (F/D) w²ℓ/[2(ℓ + w)].

The current towards the ascending step, which is uphill, is +D n′. Its terrace average is D[n(w) − n(0)]/w = D n(w)/w. Each adatom carries one layer height, so the height current is

J = aF wℓ/[2(ℓ + w)].

On a slope m > 0 the terrace width is w = a/m. If w ≪ ℓ, the fraction ℓ/(ℓ + w) tends to one, and

J = B/m, B = Fa²/2.

The physical content is simple: nearly every adatom ends at the upper step, its mean displacement is w/2, and steeper flanks have shorter terraces. In the opposite case w ≫ ℓ the formula gives J = aFℓ/2, independent of slope. It cannot hold down to zero slope, where reflection symmetry requires J to change sign, and where islands nucleate on the wide terraces.

**The growth equation and its onset**

I measure the height h(x,t) from the mean surface and write m = ∂h/∂x. A current linear in m at small slope and equal to B/m at large slope is joined to a smoothing current:

∂h/∂t = −∂J/∂x,
J = νm/(1 + m²/m0²) + K ∂²m/∂x², B = νm0².

Positive J points along +x. The constants ν, K and m0 are positive. The interpolation between the two slope regimes is a model choice. The equation is one-dimensional and contains no beam noise, no preferred slope and no overhangs.

For a weak ripple proportional to exp(ikx + σt), the first current contributes −νh″ to ∂h/∂t and the second −Kh⁗. Since h″ = −k²h and h⁗ = k⁴h,

σ = νk² − Kk⁴.

Setting dσ/d(k²) = ν − 2Kk² to zero gives k² = ν/(2K), a wavelength 2π√(2K/ν) and a rate ν²/(4K). These are the mounds that appear first. The power laws concern the later stage, when the slope is well above m0.

**Three balances**

Let L be the mean distance between mound tops, M the rms slope and H the rms height. The sign ~ means that numerical factors are dropped.

The first balance is geometry. Height is slope times width:

H ~ ML.

The second compares the two currents. On a mound that changes slowly, the uphill current B/M must nearly cancel the smoothing current, whose size is KM/L²:

B/M ~ KM/L², so M² ~ BL²/K and M ~ L√(B/K).

The third is conservation of deposited material. A net current changes the height at a rate of order current divided by width. If the net current is a fixed fraction of B/M,

H/t ~ B/(ML).

Inserting the first two relations, with H ~ L²√(B/K) and ML ~ L²√(B/K), gives

L²√(B/K)/t ~ B/[L²√(B/K)],
L⁴ ~ Bt/(B/K) = Kt.

Therefore

L ~ (Kt)^(1/4),
M ~ √(B/K)(Kt)^(1/4) = (B²t/K)^(1/4),
H ~ √(B/K)(Kt)^(1/2) = (Bt)^(1/2).

The weak point is the fixed fraction. The second balance says that the two currents nearly cancel, and the third needs what is left over. If the remainder shrank relative to B/M as the mounds grew, coarsening would be slower. The geometry and the clock therefore need separate examination.

**Geometry: stationary mounds**

Measure length in x0 = √(K/ν), time in t0 = K/ν², slope in m0 and height in m0x0. All constants then drop out of the equation. A periodic profile without net current obeys

m″ = −m/(1 + m²).

Multiplying by m′ and integrating, with m′ = 0 at the greatest slope A, gives

m′² = ln[(1 + A²)/(1 + m²)].

A quarter period takes m from 0 to A, so the period is

λ = 4 ∫₀ᴬ dm / √ln[(1 + A²)/(1 + m²)].

For large A put m = Au. At fixed u > 0 the logarithm tends to 2 ln(1/u), so

λ → 4A ∫₀¹ du / √(2 ln(1/u)).

With u = exp(−s²), du = −2s exp(−s²) ds and the root is √2 s. The integral becomes √2 ∫₀^∞ exp(−s²) ds = √(π/2), and

λ → 2√(2π) A ≈ 5.013 A.

Slope is thus proportional to width, as the second balance states. The approach is fast: the computed ratio λ/A is 5.095 at A = 10 and 5.016 at A = 100. In physical units the factor between slope and width contains m0/x0 = m0√(ν/K) = √(B/K), again as the balance requires.

**The clock: competition between neighbours**

A perfectly regular array is stationary, so it can coarsen only if small disturbances of it grow. Their growth rate gives an estimate of the pace of coarsening. A small slope change δm obeys, in scaled units,

∂δm/∂t = −∂²/∂x² [f′(m) δm + ∂²δm/∂x²],
f(m) = m/(1 + m²), f′(m) = (1 − m²)/(1 + m²)².

On steep flanks f′ ≈ −1/m². Because m is proportional to λ, this coefficient scales as λ⁻². The derivative beside it also scales as λ⁻², and the outer derivative supplies another λ⁻². The expected growth rate is

σ ~ λ⁻⁴.

The argument is not complete, because m passes through zero at each top and valley, where f′ is not −1/m². Diagonalizing the linear problem for two neighbouring periods settles the matter over the computed range: the product σλ⁴ is 102, 91 and 88 for λ = 20, 40 and 80, and the power between the last two is −4.05. With one period of length 40 taken alone, no mode grows: the largest rate is zero within numerical error (a neutral mode, such as a shift of the whole profile), against 3.6 × 10⁻⁵ for two periods. The instability at this width therefore needs a neighbour with which material can be exchanged.

If irregular mounds compete on the same time scale, L changes by a fraction of itself in a time 1/σ:

dL/dt ~ Lσ ~ L⁻³, hence L³ dL ~ dt and L⁴ ~ t.

This reaches the quarter power without assuming a fixed fraction of net current. It does assume that the rate found for a regular array also sets the pace of an irregular one.

**How high can the mounds be?**

The mean-square height has its own budget. Take a periodic sample, with angle brackets for the spatial average, and integrate by parts:

½ d⟨h²⟩/dt = ⟨h ∂h/∂t⟩ = −⟨h ∂J/∂x⟩ = ⟨mJ⟩.

Inserting the scaled current and integrating the smoothing term by parts once more,

⟨mJ⟩ = ⟨m²/(1 + m²)⟩ − ⟨(∂m/∂x)²⟩ ≤ 1.

The inequality holds because the first average is at most one and the second is not negative. Integration over time gives H² ≤ H(0)² + 2t. The unit of height squared divided by that of time is m0²x0²/t0 = m0²ν = B, so in physical units

H² ≤ H(0)² + 2Bt.

Within this equation the height cannot grow by a higher power than t^(1/2). For an initially flat film the ceiling is √(2Bt) = a√(Ft), because 2B = Fa². This equals the roughness of independent columns on which atoms stay where they land, since the variance of a random count equals its mean Ft.

The ceiling is far from the actual height. On stationary mounds the two averages cancel, and growth uses the small difference between them. In the full simulation H²/(2t) lies between 0.037 and 0.042 while time grows 64-fold. Apart from the small initial roughness, this number is the time average of ⟨mJ⟩ in units of B. About 4 % of the largest possible gain is used, and this share shows no steady drift. That supports the fixed fraction in the third balance, as an average over the surface and over time.

**Numbers for a film**

Take F = 1 layer/s, a = 0.2 nm, m0 = 0.05, K = 200 nm⁴/s and ℓ = 100 nm. Then

B = 1 × 0.2²/2 = 0.02 nm²/s,
ν = 0.02/0.05² = 8 nm²/s,
x0 = √(200/8) = 5 nm,
t0 = 200/8² = 3.125 s.

The first mounds have a wavelength of 2π√2 × 5 = 44 nm and an amplitude growth rate of 64/800 = 0.08 per second. After 10⁴ s the bare estimates are

L: (200 × 10⁴)^(1/4) = 37.6 nm,
M: (0.02² × 10⁴/200)^(1/4) = 0.376,
H: (0.02 × 10⁴)^(1/2) = 14.1 nm.

The simulation gives 123 nm, 0.178 and 3.9 nm; a different set of random starting surfaces shifts these values by about 3 %. The missing prefactors are therefore about 3.3, 0.47 and 0.27. The estimate is too small by a factor of about 3.3 for the width, and too large by about 2.1 for the slope and 3.7 for the height. The prefactor of the height can be traced to the budget: √(2 × 0.0375) = 0.27. The ceiling a√(Ft) is 0.2 × 100 = 20 nm, and the film itself is 10 000 × 0.2 = 2000 nm thick, so the rms height is about 0.2 % of the thickness.

The width also allows a comparison with the clock. Since L⁴ ≈ 3.28⁴ Kt ≈ 116 Kt, the relative widening rate is

(1/L) dL/dt = 1/(4t) ≈ 29 K/L⁴.

The two-period instability of a regular array has σ ≈ 88 K/λ⁴ at the largest period examined, because x0⁴/t0 = K; a modulation about 2.5 periods long grows some 7 % faster, near 94 K/λ⁴. The irregular surface thus widens at about one third of that rate, which is the same order.

Sixteen times later, at 160 000 s, the powers predict factors of 2, 2 and 4. The simulation gives 2.02, 2.09 and 4.24, with mounds 250 nm apart, an rms slope of 0.37 and an rms height of 16 nm. These factors move by some 3 to 6 % with the starting surfaces; another set gives 1.92, 2.02 and 3.99. Fits over the full 64-fold range of time yield exponents 0.246 for width, 0.258 for slope and 0.504 for height. They were tested against the predicted values with tolerances of 0.03, 0.03 and 0.05. They come from one set of random starting surfaces, so the third decimal should not be relied on. The detailed values are in the numerical output.

The slope grows slightly faster than the width. Stationary mounds behave in the same way at finite slope: from period 20 to period 80 their greatest slope rises from 3.69 to 15.83, a factor of 4.29 instead of 4. That this explains the simulated difference is plausible but not proved, since the simulated mounds are irregular and only about 120 of them remain at the last time.

**When the answer changes**

The laws need a slope well above m0. Setting 0.47(B²t/K)^(1/4) equal to m0 gives t ≈ 20 K m0⁴/B² = 20 t0, about 60 s here, as a lower limit. At 10⁴ s the rms slope is 3.6 m0, and at that slope the model's uphill current is about 7 % below B/m. The terrace formula also needs w ≪ ℓ. At slope 0.178 the terrace width is 0.2/0.178 = 1.1 nm, and the barrier correction is about 1 %. The atomic lattice matters more. On a terrace of N sites, the mean displacement to the site beside the upper step is (N − 1)/2 spacings instead of N/2. With atoms 0.25 nm apart, N is four or five here, which lowers the current by 20 to 25 %. The random arrival of atoms, left out of the equation, also matters in one dimension: for a chain with this spacing it raises the width and slope at 10⁴ s by about 10 % and the height by about a third, to roughly 5 nm, while the powers of time stay near 1/4, 1/4 and 1/2. The film values at 10⁴ s are therefore results of the noise-free continuum model, not precise forecasts for a crystal.

The same numbers show where the model ends. At slope 0.37 the terrace is only 0.5 nm wide, which is of atomic size. A continuous current law is then doubtful, and the later of the two times is better read as a test of the equation than as a forecast for a crystal. If the lattice makes the uphill current vanish at some finite slope, M stops growing there. Geometry then gives H ~ L, and the three balances no longer fix the power of time. The growth must also end when L approaches the sample size.

A different decay law shows which exponent carries the information. Let the uphill current be C/M^p with p > 0. The second balance becomes C/M^p ~ KM/L², and the third can be written with the smoothing current:

H/t ~ (KM/L²)/L = KM/L³.

With H ~ ML the slope cancels, and L⁴ ~ Kt whatever the value of p, provided the net current stays a fixed fraction of the smoothing current. The slope follows from M^(1+p) ~ CL²/K:

M ~ t^(1/[2(1+p)]), H ~ ML ~ t^(1/4 + 1/[2(1+p)]).

For p = 1 these are the powers 1/4 and 1/2 again; for p = 2 they would be 1/6 and 5/12. A measured width exponent of 1/4 therefore does not establish an inverse-slope current, while the slope exponent is sensitive to it. The fixed fraction has been examined here for p = 1 alone. It need not hold for a current that decays much faster, and the width exponent may then fall below 1/4.

For a real, two-dimensional surface with an isotropic current, the three balances read the same, because they contain one lateral length. The numerical evidence given here concerns one-dimensional profiles, and its prefactors should not be carried over to two dimensions.

Numbers as computed

```
flux F = 1.0 layers/s; layer height a = 0.2 nm
crossover slope m0 = 0.05; K = 200 nm^4/s
barrier length = 100 nm
B = 0.020 nm^2/s; nu = 8.00 nm^2/s
length unit x0 = 5.000 nm; time unit t0 = 3.125 s
slope 0.05: terrace 4.00 nm, J*m/B = 0.9615
slope 0.10: terrace 2.00 nm, J*m/B = 0.9804
slope 0.20: terrace 1.00 nm, J*m/B = 0.9901
slope 0.40: terrace 0.50 nm, J*m/B = 0.9950
fastest initial wavelength = 44.4 nm
its growth rate = 0.0800 1/s
scaled greatest slope 10: period/slope = 5.0949
scaled greatest slope 100: period/slope = 5.0159
scaled greatest slope 1000: period/slope = 5.0134
limit 2*sqrt(2*pi) = 5.0133
scaled period 20: greatest slope 3.691, rate 6.355e-04, rate*period^4 = 101.69
scaled period 40: greatest slope 7.790, rate 3.559e-05, rate*period^4 = 91.12
scaled period 80: greatest slope 15.832, rate 2.143e-06, rate*period^4 = 87.78
power of rate between periods 40 and 80 = -4.054
single period of 40 alone: largest rate = 3.7e-09 (scaled)
simulation: 4 systems of scaled length 2048
scaled time, width, rms slope, rms height, height^2/(2 time):
     3200    24.67   3.566    15.48   0.0375
     6400    28.85   4.262    21.91   0.0375
    12800    34.28   5.093    30.92   0.0373
    25600    40.55   6.151    45.15   0.0398
    51200    49.95   7.469    65.63   0.0421
   102400    57.69   8.801    90.13   0.0397
   204800    67.15  10.242   122.40   0.0366
largest change on doubling time steps = 1.38 %
largest height-budget mismatch = 0.44 %
width exponent: balance 0.25, simulation 0.246
slope exponent: balance 0.25, simulation 0.258
height exponent: balance 0.50, simulation 0.504
time 10000 s, deposited 10000 layers:
  bare estimate: width 37.6 nm, slope 0.376, height 14.14 nm
  simulation: width 123.4 nm, slope 0.178, height 3.87 nm
  prefactors (width, slope, height): 3.281, 0.474, 0.274
time 160000 s, deposited 160000 layers:
  bare estimate: width 75.2 nm, slope 0.752, height 56.57 nm
  simulation: width 249.8 nm, slope 0.373, height 16.41 nm
  prefactors (width, slope, height): 3.321, 0.497, 0.290
growth factors over 16-fold time (width, slope, height): 2.02, 2.09, 4.24
```
